# Correcting twist-sampled quantum Monte Carlo energies with Hartree-Fock control variates

## What symmetry fixes

A twist-averaged quantum Monte Carlo (QMC) calculation gives energies $y_i$ at $n$ twists $\theta_i$. Hartree-Fock (HF) energies $x_i$ at the same twists are cheap, and so is their mean $X$ over a dense mesh of twists. All energies here are per electron. Suppose that the three means are combined linearly,

$$\hat Y=\alpha\bar y+\beta\bar x+\gamma X .$$

Adding a constant to every QMC energy must add the same constant to the answer, so $\alpha=1$. Moving the zero of the HF energy changes $\bar x$ and $X$ equally and must change nothing, so $\gamma=-\beta$. With $b=-\beta$,

$$\hat Y=\bar y-b(\bar x-X). \qquad (1)$$

The slope $b$ is a ratio of energies and has no dimension. If the HF energies are multiplied by $\lambda$, $b$ must be divided by $\lambda$. Symmetry says no more; the value of $b$ follows from minimising the variance.

The setting discussed here is the choice between $b=0$ (plain averaging), $b=1$ (adding the HF difference in full) and a fitted $b$.

## The best slope and the gain

Let the twists be drawn independently and uniformly from the Brillouin zone of the supercell. Write $y_i=E(\theta_i)+\varepsilon_i$. Here $E(\theta)$ is the energy that the chosen QMC method would give after infinite sampling, and $\bar E$ is its twist average. The noise $\varepsilon_i$ has zero mean at each twist and variance $s^2$ averaged over twists. A time-step or fixed-node error is part of $E$, not of $\varepsilon$.

For a slope chosen beforehand, $\langle\bar x\rangle=X$, so (1) has mean $\bar E$. It is the mean of $n$ independent values $y_i-bx_i$, plus a constant. The noise is uncorrelated with $x$, hence

$$n\,\mathrm{Var}\,\hat Y=\sigma_E^2+s^2-2b\,\mathrm{Cov}(x,E)+b^2\sigma_x^2 .$$

Completing the square gives

$$n\,\mathrm{Var}\,\hat Y=\sigma_x^2(b-b^*)^2+\tau^2+s^2, \qquad (2)$$

$$b^*=\frac{\mathrm{Cov}(x,E)}{\sigma_x^2}=\rho\frac{\sigma_E}{\sigma_x},\qquad \tau^2=\sigma_E^2(1-\rho^2),$$

where $\rho$ is the correlation coefficient of $x$ and $E$ over the zone. At the best slope the variance falls by the factor

$$R=\frac{\sigma_E^2+s^2}{\tau^2+s^2}. \qquad (3)$$

If $s\ll\tau$, then $R\to1/(1-\rho^2)$. If $s\gg\sigma_E$, then $R\to1$: HF energies cannot remove Monte Carlo noise. At a given noise, the same limit is reached when the energy hardly depends on twist, because there is then little to remove.

Plain averaging is (2) at $b=0$. For $b^*>0$, the correction therefore helps when $(b-b^*)^2<b^{*2}$, that is, when $0<b<2b^*$.

## Fitting the slope to the same data

Least squares on $y=a+bx$ gives

$$\hat b=\frac{\sum_i(x_i-\bar x)(y_i-\bar y)}{S_{xx}},\qquad S_{xx}=\sum_i(x_i-\bar x)^2 .$$

The fitted line passes through $(\bar x,\bar y)$, so (1) with $b=\hat b$ is the line read at $x=X$.

**Error bar.** Suppose first that $y_i=a+bx_i+e_i$, with independent errors $e_i$ of equal variance $\sigma^2$. Then

$$\hat Y-(a+bX)=\bar e-(\hat b-b)(\bar x-X),\qquad \hat b-b=\frac{\sum_i(x_i-\bar x)e_i}{S_{xx}} .$$

At given $x_i$, the covariance of $\bar e$ and $\hat b$ is $\sigma^2\sum_i(x_i-\bar x)/(nS_{xx})=0$, and $\mathrm{Var}\,\hat b=\sigma^2/S_{xx}$. Therefore

$$\mathrm{Var}\,\hat Y=\sigma^2\left[\frac1n+\frac{(\bar x-X)^2}{S_{xx}}\right]. \qquad (4)$$

In use, $\sigma^2$ is replaced by the sum of squared residuals divided by $n-2$, since two parameters were fitted.

**Cost of fitting.** If the $x_i$ are normally distributed, $\bar x$ and $S_{xx}$ are independent, and $S_{xx}/\sigma_x^2$ is a chi-squared variable $z$ with $\nu=n-1$ degrees of freedom. Its mean inverse is

$$\left\langle\frac1z\right\rangle=\frac{2^{\nu/2-1}\,\Gamma(\nu/2-1)}{2^{\nu/2}\,\Gamma(\nu/2)}=\frac1{\nu-2}=\frac1{n-3}.$$

The second term of (4) then averages to $\sigma^2/[n(n-3)]$, and the total is $(\sigma^2/n)(n-2)/(n-3)$. HF energies over a zone are not normally distributed, so this factor is a guide.

**Bias.** Without assuming linearity, write $\delta x=x-X$ and $E=\bar E+b^*\delta x+r$. By the definition of $b^*$, $\langle r\rangle=0$ and $\langle r\,\delta x\rangle=0$. Then

$$\hat Y-\bar E=\overline{(r+\varepsilon)}-(\hat b-b^*)\,\overline{\delta x},\qquad \hat b-b^*\simeq\frac{\sum_i\delta x_i(r_i+\varepsilon_i)}{n\sigma_x^2}$$

to leading order. In the product of $\hat b-b^*$ with $\overline{\delta x}=\sum_j\delta x_j/n$, terms with $i\ne j$ average to zero. The $n$ terms with $i=j$ give

$$\langle\hat Y\rangle-\bar E\simeq-\frac{\langle\delta x^2\,r\rangle}{n\sigma_x^2}. \qquad (5)$$

The noise drops out because its mean is zero at every twist. This bias falls as $1/n$ and the statistical error as $1/\sqrt n$.

The bias can be removed by splitting the twists into two halves and correcting each half with the slope from the other. The slope is then independent of the $\bar x$ that it multiplies, so the mean of the product is $\langle\hat b\rangle\langle\bar x-X\rangle=0$. The price is a larger variance, because each slope rests on only half the twists. With a dozen twists this can outweigh the removal of a small bias.

## A case where the twist dependence can be traced

Take an unpolarised electron gas of $N=14$ electrons in a cubic cell of edge $L$ and volume $\Omega$, with density radius $r_s=4$ bohr. Formulas in this section use hartree atomic units. Each spin occupies the seven plane waves $\mathbf G_j+\theta$ of lowest kinetic energy. Over roughly a quarter of the zone, exchange gives another occupation a lower HF energy, but the kinetic rule is kept throughout, for the $x_i$ and for $X$. The HF energy used here is that of the determinant so chosen,

$$x(\theta)=T_0(\theta)+K+\frac{\xi}{2},\qquad T_0=\frac1N\sum_{\sigma,j}\frac{|\mathbf G_j+\theta|^2}{2},$$

$$K=-\frac1N\sum_\sigma\sum_{i<j}\frac{4\pi}{\Omega|\mathbf G_i-\mathbf G_j|^2}.$$

The direct interaction vanishes because the neutralising background removes the zero-wavevector component. Exchange transfers the wavevector $\mathbf G_i-\mathbf G_j$, which gives $K$. The Madelung potential $\xi=-2.8373/L$ is the potential at an electron due to its own periodic images and the background.

The QMC method is variational Monte Carlo with $\Psi=e^JD$, where $D$ is the determinant and $J=-\sum_{i<j}u(r_{ij})$ is real and independent of twist. The function is $u=A(1-e^{-r/F})/r$, plus a constant and an $r^2$ term that make its value and slope vanish at $L/2$; beyond that, $u=0$. Here $A=1/\omega_p$, with $\omega_p$ the plasma frequency. Choosing $F^2=A$ for opposite spins and $2A$ for equal spins gives $-u$ the slopes $A/(2F^2)=1/2$ and $1/4$ at contact, as the Coulomb cusps require.

Let $f=e^J$, and let $\nabla$ act on all electron coordinates. Since $D$ is an eigenfunction of the kinetic operator with eigenvalue $NT_0$, expanding $\nabla^2(fD)$ gives

$$\langle\Psi|{-\tfrac12\nabla^2}|\Psi\rangle=NT_0\langle\Psi|\Psi\rangle-\frac12\int\left[2f\nabla f\cdot D^*\nabla D+f\nabla^2f\,|D|^2\right].$$

The left side is real, so the first term in the bracket may be replaced by its real part, $f\nabla f\cdot\nabla|D|^2$. Integrating the second by parts, with no boundary term because $f$ and $|D|^2$ are periodic, gives $-|\nabla f|^2|D|^2-f\nabla f\cdot\nabla|D|^2$. The gradient terms cancel. With $|\nabla f|^2=f^2|\nabla J|^2$, the kinetic energy per electron is

$$T=T_0(\theta)+\frac1{2N}\langle|\nabla J|^2\rangle .$$

While the occupied vectors $\mathbf G_j$ stay the same, a change of $\theta$ multiplies $D$ by a phase and leaves $|\Psi|^2$ unchanged. Hence

$$E(\theta)=T_0(\theta)+g(\text{occupation pattern}). \qquad (6)$$

Translating the pattern again gives a phase, and the cubic operations leave $J$ and the interaction unchanged, so equivalent patterns share one value of $g$. Four patterns were found here. Long runs for each give a reference $E(\theta)$ over the whole zone. Across 48 separate runs at random twists, the mean squared deviation from this surface was 0.82 of the expected variance, consistent with (6).

Relation (6) relies on plane waves and a twist-independent $J$. The regression does not need it.

## Worked example

At 48 random twists, with 40 independent chains at each, the plain QMC mean is $-2.1512\pm0.0170$ eV. The sampled HF mean is $-1.6497$ eV, the dense-mesh mean is $-1.6864$ eV, and the fitted slope is 0.842. The drawn twists lie too high in HF energy by 0.0367 eV, so

$$\hat Y=-2.1512-0.842\times0.0367=-2.1821\ \text{eV},$$

with an error of 0.0026 eV from (4). The reference mean is $-2.1798\pm0.0023$ eV. The two differ by 2.3 meV, within their combined error of 3.5 meV. The variance reduction estimated from these 48 twists is 41.

The reference surface shows where the gain comes from. It gives $\sigma_x=155.3$ meV, $\sigma_E=133.8$ meV and $\rho=0.9963$, so $b^*=0.859$ and $\tau=11.5$ meV. The noise is $s=17.2$ meV. From (2), the errors for 48 twists are

$$\frac{\sqrt{133.8^2+17.2^2}}{\sqrt{48}}=19.5\ \text{meV},\qquad \frac{\sqrt{11.5^2+17.2^2}}{\sqrt{48}}=3.0\ \text{meV}.$$

Without noise, $R$ would be about 135; with it, $R$ is about 42. Noise now supplies more of the remaining variance than the twists do. The surface itself carries an rms noise of 4.6 meV. This leaves $\tau$ uncertain by about 2 meV and $b^*$ by about 0.02, so the noise-free $R$ could lie anywhere from about 100 to 200.

Setting $b=1$ adds $(0.141\times155.3)^2\simeq480$ meV$^2$ to the 429 meV$^2$ that $\tau^2+s^2$ contributes to (2). The gain is then about 20, half of what the best slope achieves.

Synthetic experiments, 20,000 for each number of twists, were drawn from the surface with normal noise added. The table gives the results for a fitted slope; the cost is relative to using $b^*$.

| Twists | Variance reduction | Variance cost of fitting | $(n-2)/(n-3)$ |
|---|---|---|---|
| 12 | 36 | 1.16 | 1.11 |
| 48 | 42 | 1.03 | 1.02 |

At 48 twists the bias was $0.134\pm0.003$ meV, against 0.127 meV from (5). Both are small beside the 3.0 meV error. Taking slopes from opposite halves reduced the bias to $0.005\pm0.005$ meV.

## Why the slope is below one, and when to use two controls

Several controls $x_a$ can be used together. With $C_{ab}=\mathrm{Cov}(x_a,x_b)$ and $c_a=\mathrm{Cov}(x_a,E)$, the twist variance is $\sigma_E^2-2\sum_ab_ac_a+\sum_{ab}b_aC_{ab}b_b$. Setting its derivatives to zero gives $\sum_bC_{ab}b_b=c_a$.

With $T_0$ and $K$ as separate controls, the slopes are 1.01 and 0.51. Both rest on four noisy values of $g$, which leave the first uncertain by a few hundredths and the second by about 0.05. The first agrees with (6), where $T_0$ enters with coefficient one; the fitted value equals one to the extent that $g$ is linear in $K$. The second says that $g$ changes between patterns by about half as much as exchange does. For this trial function, correlation thus offsets about half of the exchange variation. A single HF slope must compromise between the two, hence 0.86.

The spread left is 16.3 meV with kinetic energy alone, 11.5 meV with the HF energy and 2.7 meV with both parts, each uncertain by 2 to 3 meV through the noise of the surface. The last figure is below the noise of the surface and shows only that no further structure is resolved. At the present noise, two controls would lower the error for 48 twists from 3.0 to about 2.5 meV, before the cost of fitting a second slope. The advantage grows as the noise falls, and becomes large once $s$ is well below the $\tau$ of the single control.

## Dividing the effort

Suppose that each twist needs $m_0$ warm-up sweeps and $m$ production sweeps, with noise variance $v/m$. This law requires $m$ to exceed the correlation time. At fixed total cost, $n\propto1/(m+m_0)$, so the quantity to minimise is

$$\left(\tau^2+\frac vm\right)(m+m_0)=\tau^2m+\frac{vm_0}{m}+\text{constant},\qquad m_{\rm best}=\frac{\sqrt{vm_0}}{\tau}.$$

Here $m_0=20$ and $v=16\times17.2^2$ meV$^2$, which gives 27 sweeps. This value of $v$, and the sweep counts that follow from it, hold for 40 separately warmed chains per twist. With one chain per twist $v$ is 40 times larger, the optimum moves to about 170 sweeps (15 for plain averaging), and the same variance costs about 2.4 times less, because less effort goes into warm-up. The minimum is flat: the 16 sweeps used cost about 7% more for the same variance. For plain averaging, $\sigma_E$ replaces $\tau$ and the formula gives 2.3 sweeps, too few for the noise law to be trusted. The control variate therefore favours longer runs at fewer twists.

## Choosing the setting

- **Fit the slope** when a dozen or more random twists are available and the HF energy varies appreciably among them. Use (4) for the error bar.
- **With very few twists**, take a slope from an earlier run on a similar cell. Any fixed value keeps (1) unbiased, and (2) gives the price of a wrong one.
- **Compute $X$ for the same cell, electron number and occupation rule as the $x_i$.** An error in $X$ enters the result multiplied by $b$, and more QMC twists do not reduce it. Here, refining the mesh from $40^3$ to $80^3$ points moved $X$ by 0.12 meV.
- **Converge HF under the same occupation rule at every twist.** Independent random errors of variance $\eta^2$ in the $x_i$ lower the fitted slope towards $b^*\sigma_x^2/(\sigma_x^2+\eta^2)$, because they add to the variance of $x$ but not to its covariance with $y$. Runs caught in a higher state have errors that are all positive. If $X$ is free of them, they shift the result by about $-b$ times the mean error over all twists, and adding twists does not average this shift away.
- **On a regular twist mesh**, (1) can still be applied. For a fixed $b$, its error is then the mesh error of $E-bx$ together with the Monte Carlo noise, and (4) does not estimate the mesh error.

## What the correction leaves behind

The density chosen is roughly that of the conduction electrons in sodium. For such a metal, the 2.6 meV error bar describes twist sampling and Monte Carlo noise, not accuracy.

One large neglected effect comes from the size of the cell. The HF twist mean for 14 electrons lies 449 meV below the HF energy of the infinite gas. A rough estimate for the correlated gas assigns the missing uniform plasmon mode its zero-point energy, $\omega_p/(2N)$, or 210 meV per electron. This gives only the order of magnitude: with the present trial function, the twist-averaged energy rises by about 70 meV from 14 to 54 electrons, where the rule predicts 156 meV. Replacing $X$ by the infinite-gas HF energy would raise the result by $0.842\times449\simeq378$ meV, nearly twice even the plasmon estimate. The slope measures the response to twist and should not be used to extrapolate in size.

Real sodium also has ions. Their largest effect on the total energy is of first order and independent of twist: about $-6.1$ eV per electron from the Madelung energy of the ion lattice and about $+1.8$ eV from the cores in an empty-core model. The distortion of the plane waves enters at second order. With a rough core radius of 1.7 bohr and no screening, the twelve shortest reciprocal-lattice vectors contribute about $-70$ meV to the second-order shift at zero wavevector. Longer vectors bring the sum to about $-190$ meV, and changing the core radius by 0.1 bohr moves it by some 50 meV. Thermal excitation at 300 K adds about 0.5 meV. The error of the trial function itself has not been sized. The full numerical output follows.

## Table of computed values

```
electrons 14, r_s 4.0 bohr, twists 48, chains per twist 40
cell edge: 0.8224 nm
Madelung potential times L, Ewald: -2.83733
Madelung potential times L, direct sum: -2.83731
sweeps per chain: warm-up 20, production 16
acceptance: 0.551
energies below are per electron
exchange+Madelung: formula -3.6386, sampled -3.6491 +- 0.0179 eV
exchange+Madelung: formula -3.4993, sampled -3.4841 +- 0.0206 eV
kinetic estimators, difference: -1.55 +- 3.63 meV
late minus early energy: -1.97 +- 3.20 meV
occupation patterns: 4, largest zone share 0.445
mean squared deviation from surface / variance: 0.82
HF mean X, 80^3 mesh: -1.68642 eV
HF mean shift, 80^3 minus 40^3 mesh: 0.121 meV
HF mean of the sampled twists: -1.64968 eV
fitted slope, 48 twists: 0.842
rms Monte Carlo noise per twist: 17.21 meV
plain QMC mean: -2.1512 +- 0.0170 eV
corrected QMC mean: -2.1821 +- 0.0026 eV
reference dense-mesh QMC mean: -2.1798 +- 0.0023 eV
variance reduction estimated from the 48 twists: 41.3
-- population values from the reference surface
twist spread of HF energy: 155.25 meV
twist spread of QMC energy: 133.78 meV
best slope: 0.859
correlation coefficient: 0.9963
spread left, HF control: 11.51 meV
spread left, kinetic control: 16.28 meV
spread left, kinetic and exchange controls: 2.67 meV
two-control slopes: kinetic 1.008, exchange 0.510
rms noise of the surface: 4.60 meV
-- 20000 synthetic experiments, 48 twists each
plain error: 19.445, formula 19.468 meV
fixed-slope error: 2.960, formula 2.988 meV
fitted-slope error: 3.003, mean estimate 3.022 meV
mean fitted slope: 0.858
fit bias: 0.1337 +- 0.0034, formula 0.1268 meV
cross-fit bias: 0.0049 +- 0.0048 meV
variance reduction, fitted slope, 48 twists: 41.94
variance reduction, fitted slope, 12 twists: 35.96
variance cost of fitting, 48 twists: 1.029
variance cost of fitting, 12 twists: 1.161
best production sweeps: corrected 26.8, plain 2.3
-- sizes of neglected effects
HF twist mean minus bulk HF: -448.8 meV
missing plasmon zero-point energy: 210.4 meV
thermal energy at 300 K: 0.53 meV
ion-lattice shift at k=0, core radius 1.7 bohr: -68 meV
```
